# The Rényi Jamming Coverage as an Integral over Deposition Time: verification in Python

```python
# Random sequential adsorption of rods on a line.
# Result under test: with tau = (attempt rate per length)*(rod length)*time,
#   theta(tau) = int_0^tau exp[-2 int_0^s (1-exp(-u))/u du] ds,
# and theta(infinity) = 0.7476 is the jamming coverage.
# E(l,tau): probability that an interval of l rod lengths is empty.
# M(x): mean number of rods on a jammed segment of x rod lengths.
import math
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1

GAMMA = float(np.euler_gamma)


def inner_integral(s):
    """int_0^s (1-exp(-u))/u du through the exponential integral."""
    if s < 1e-10:
        return s
    return math.log(s) + GAMMA + float(exp1(s))


def empty_probability(length, tau):
    """Derived E(l,tau), valid for l >= 1."""
    return math.exp(-(length - 1) * tau - 2 * inner_integral(tau))


def integrate_from_zero(function, upper):
    """Quadrature from 0 to upper, split where the integrand changes scale."""
    cuts = [0.0] + [c for c in (1.0, 10.0) if c < upper] + [upper]
    return sum(quad(function, lo, hi, epsabs=1e-11, epsrel=1e-10,
                    limit=300)[0] for lo, hi in zip(cuts[:-1], cuts[1:]))


def coverage(tau):
    return integrate_from_zero(lambda s: empty_probability(1, s), tau)


def lattice_coverage(k, tau):
    """Derived coverage for rods that cover k lattice sites."""
    j = np.arange(1, k)

    def integrand(s):
        return math.exp(-s / k + 2 * np.sum(np.expm1(-j * s / k) / j))
    return integrate_from_zero(integrand, tau)


def segment_means(x_max, n_per_unit):
    """Solve the first-rod recursion for M(x) on a grid."""
    n = n_per_unit
    x = np.arange(x_max * n + 1) / n
    mean = np.zeros_like(x)
    area = np.zeros_like(x)
    mean[n:2 * n + 1] = 1.0
    area[n:2 * n + 1] = x[n:2 * n + 1] - 1
    for block in range(2, x_max):
        i = np.arange(block * n + 1, (block + 1) * n + 1)
        mean[i] = 1 + 2 * area[i - n] / (x[i] - 1)
        area[i] = area[block * n] + np.cumsum(mean[i] + mean[i - 1]) / (2 * n)
    return x, mean


def lattice_segment_slope(k, n_sites, contact_weight=1.0):
    """Jammed coverage from first-rod averages on finite lattices.
    Positions touching a segment end carry the given relative weight."""
    mean = np.zeros(n_sites + 1)
    for n in range(k, n_sites + 1):
        left = mean[:n - k + 1]
        weight = np.ones(n - k + 1)
        weight[0] = weight[-1] = contact_weight
        mean[n] = 1 + np.sum(weight * (left + left[::-1])) / weight.sum()
    return k * (mean[n_sites] - mean[n_sites - 1])


def simulate(n_cells, taus, seed):
    """Drop rods on a ring; return the gap lengths at each tau."""
    rng = random.Random(seed)
    frac = [math.nan] * n_cells      # left end of the rod within its cell
    done, gaps = 0, []
    for tau in taus:
        target = round(tau * n_cells)
        for _ in range(target - done):
            place = rng.random() * n_cells
            cell = int(place)
            f = place - cell
            if frac[cell] == frac[cell]:
                continue
            if frac[cell - 1] > f or frac[(cell + 1) % n_cells] < f:
                continue
            frac[cell] = f
        done = target
        array = np.array(frac)
        used = np.flatnonzero(~np.isnan(array))
        left_ends = used + array[used]
        gaps.append(np.diff(left_ends, append=left_ends[0] + n_cells) - 1)
    return gaps


# ---- inner integral against its definition
for s in (0.3, 2.0, 9.0):
    direct = quad(lambda u: -math.expm1(-u) / u, 0, s)[0]
    assert abs(direct - inner_integral(s)) < 1e-9

# ---- derived E(l,tau) inserted in the rate equation
worst_residual = 0.0
for length, tau in ((1.0, 0.5), (1.7, 0.8), (3.2, 2.0)):
    step = 1e-4
    slope = (empty_probability(length, tau + step)
             - empty_probability(length, tau - step)) / (2 * step)
    overhang = quad(lambda y: empty_probability(y, tau), length, length + 1)[0]
    loss = (length - 1) * empty_probability(length, tau) + 2 * overhang
    worst_residual = max(worst_residual, abs(slope + loss))
assert worst_residual < 1e-6

# ---- jamming coverage against the recursion that contains no time
jam = coverage(math.inf)
x_grid, mean_rods = segment_means(40, 2000)
jam_recursion = (mean_rods[12 * 2000] + 1) / 13
jam_recursion_far = (mean_rods[30 * 2000] + 1) / 31
assert abs(jam - jam_recursion) < 1e-6
assert abs(jam - jam_recursion_far) < 1e-6

# ---- late-time law, with the limit taken from the recursion
late_constant = math.exp(-2 * GAMMA)
late_measured = 20 * (jam_recursion - coverage(20.0))
assert abs(late_measured - late_constant) < 1e-4

# ---- direct simulation of the deposition
cells = 200000
sim_taus = (1.0, 4.0)
sim_gaps = simulate(cells, sim_taus, 12345)
sim_cover = [len(g) / cells for g in sim_gaps]
for tau, value in zip(sim_taus, sim_cover):
    assert abs(value - coverage(tau)) < 0.004
sim_empty = {}
for length in (1.0, 1.5, 2.5):
    sim_empty[length] = np.maximum(sim_gaps[0] - length, 0).sum() / cells
    assert abs(sim_empty[length] - empty_probability(length, 1.0)) < 0.005

# ---- lattice rods: formula against finite-lattice averages
sites = 6
jam_lattice = lattice_coverage(sites, math.inf)
assert abs(jam_lattice - lattice_segment_slope(sites, 300)) < 1e-6
assert abs(lattice_coverage(2, math.inf)
           - lattice_segment_slope(2, 300)) < 1e-6
jam_fine_lattice = lattice_coverage(1000, math.inf)
assert 0 < jam_fine_lattice - jam < 1e-3

# ---- worked example: chain molecules along steps of Cu (model parameters)
lattice_constant = 0.361                      # nm, rough value for Cu
spacing = lattice_constant / math.sqrt(2)     # nm, close-packed row
rod = sites * spacing                         # nm
temperature = 300.0                           # K
pressure = 1e-7                               # Torr
molar_mass = 178.0                            # g/mol
strip = 0.5                                   # nm, capture width at the step
anchor_probability = 0.01
segment = 50.0                                # nm, straight step length
attempt_frequency = 1e13                      # 1/s
hop_barrier = 1.2                             # eV, anchored rod
top_binding = 0.7                             # eV, mobile layer
top_barrier = 0.3                             # eV, motion in mobile layer
contact_energy = 0.02                         # eV, touching rods

kT = const.k * temperature / const.e          # eV
mass = molar_mass * 1e-3 / const.N_A
flux = (pressure * const.torr
        / math.sqrt(2 * math.pi * mass * const.k * temperature)) * 1e-18
rate = flux * strip * anchor_probability      # attempts per nm and s
clock = rate * rod                            # tau per second
hour_tau = clock * 3600
hour_cover = coverage(hour_tau)
tau99 = brentq(lambda t: coverage(t) - 0.99 * jam, 5, 200)
time99 = tau99 / clock

# neglected effects
hour_lattice = lattice_coverage(sites, hour_tau)
x_segment = segment / rod
segment_cover = np.interp(x_segment, x_grid, mean_rods) / x_segment
segment_formula = jam - (1 - jam) / x_segment
assert abs(segment_cover - segment_formula) < 1e-6
boost = math.exp(contact_energy / kT)
cover_attract = lattice_segment_slope(sites, 600, boost)
cover_repel = lattice_segment_slope(sites, 600, 1 / boost)
assert abs(cover_attract - lattice_segment_slope(sites, 300, boost)) < 1e-6
hops = attempt_frequency * math.exp(-hop_barrier / kT) * time99
least_barrier = kT * math.log(attempt_frequency * time99 / 0.01)
dwell = math.exp(top_binding / kT) / attempt_frequency
crowding = flux * strip * rod * dwell
top_hops = math.exp((top_binding - top_barrier) / kT)
top_range = spacing * math.sqrt(top_hops)
assert hops < 0.01 and crowding < 0.05 and top_range > 10 * rod

print(f"Jamming coverage, integral: {jam:.8f}")
print(f"Jamming coverage, segment recursion x=12: {jam_recursion:.8f}")
print(f"Jamming coverage, segment recursion x=30: {jam_recursion_far:.8f}")
print(f"Largest rate-equation residual: {worst_residual:.1e}")
print(f"Late-time constant exp(-2 gamma): {late_constant:.6f}")
print(f"tau*(C-theta) at tau=20: {late_measured:.6f}")
for tau, value in zip(sim_taus, sim_cover):
    print(f"theta({tau:.0f}): formula {coverage(tau):.4f}, "
          f"simulation {value:.4f}")
for length, value in sim_empty.items():
    print(f"E({length},1): formula {empty_probability(length, 1.0):.4f}, "
          f"simulation {value:.4f}")
print(f"Simulated line: {cells} rod lengths")
print(f"Lattice jamming, k=2: {lattice_coverage(2, math.inf):.6f}")
print(f"Lattice jamming, k={sites}: {jam_lattice:.6f}")
print(f"Lattice jamming, k=1000: {jam_fine_lattice:.6f}")
print("Example: chain molecules at Cu steps")
print(f"Cu lattice constant (rough): {lattice_constant:.3f} nm")
print(f"Close-packed spacing: {spacing:.4f} nm")
print(f"Rod length: {rod:.3f} nm")
print(f"Temperature: {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Pressure: {pressure:.0e} Torr")
print(f"Molar mass: {molar_mass:.0f} g/mol")
print(f"Capture strip: {strip:.1f} nm")
print(f"Anchoring probability: {anchor_probability:.2f}")
print(f"Impingement flux: {flux:.4f} per nm2 per s")
print(f"Attempt rate: {rate:.3e} per nm per s")
print(f"Clock rate tau/t: {clock:.3e} per s")
print(f"tau after 1 h: {hour_tau:.3f}")
print(f"Coverage after 1 h: {hour_cover:.4f}")
print(f"Rod density after 1 h: {hour_cover / rod:.4f} per nm")
print(f"Rod density at jamming: {jam / rod:.4f} per nm")
print(f"tau at 99% of jamming: {tau99:.2f}")
print(f"Time to 99% of jamming: {time99 / 3600:.2f} h")
print("Neglected effects")
print(f"Coverage after 1 h on the Cu lattice: {hour_lattice:.4f}")
print(f"Lattice shift of jamming: {jam_lattice - jam:+.4f}")
print(f"Straight segment: {segment:.0f} nm = {x_segment:.2f} rods")
print(f"Segment shift of jamming: {segment_cover - jam:+.4f}")
print(f"Contact energy: {contact_energy:.2f} eV, weight {boost:.3f}")
print(f"Attraction shift (lattice): {cover_attract - jam_lattice:+.4f}")
print(f"Repulsion shift (lattice): {cover_repel - jam_lattice:+.4f}")
print(f"Attempt frequency: {attempt_frequency:.0e} per s")
print(f"Hops per rod to 99% time at {hop_barrier:.1f} eV: {hops:.1e}")
print(f"Least barrier for 0.01 hops: {least_barrier:.3f} eV")
print(f"Mobile-layer binding: {top_binding:.1f} eV, dwell {dwell:.4f} s")
print(f"Mobile molecules per rod length: {crowding:.4f}")
print(f"Mobile-layer barrier: {top_barrier:.1f} eV, range {top_range:.0f} nm")
print("OK")
```

It prints:

```
Jamming coverage, integral: 0.74759792
Jamming coverage, segment recursion x=12: 0.74759792
Jamming coverage, segment recursion x=30: 0.74759792
Largest rate-equation residual: 5.3e-09
Late-time constant exp(-2 gamma): 0.315237
tau*(C-theta) at tau=20: 0.315237
theta(1): formula 0.4714, simulation 0.4710
theta(4): formula 0.6689, simulation 0.6685
E(1.0,1): formula 0.2033, simulation 0.2041
E(1.5,1): formula 0.1233, simulation 0.1240
E(2.5,1): formula 0.0454, simulation 0.0456
Simulated line: 200000 rod lengths
Lattice jamming, k=2: 0.864665
Lattice jamming, k=6: 0.784630
Lattice jamming, k=1000: 0.747814
Example: chain molecules at Cu steps
Cu lattice constant (rough): 0.361 nm
Close-packed spacing: 0.2553 nm
Rod length: 1.532 nm
Temperature: 300 K, kT = 0.02585 eV
Pressure: 1e-07 Torr
Molar mass: 178 g/mol
Capture strip: 0.5 nm
Anchoring probability: 0.01
Impingement flux: 0.1520 per nm2 per s
Attempt rate: 7.601e-04 per nm per s
Clock rate tau/t: 1.164e-03 per s
tau after 1 h: 4.191
Coverage after 1 h: 0.6724
Rod density after 1 h: 0.4390 per nm
Rod density at jamming: 0.4881 per nm
tau at 99% of jamming: 42.17
Time to 99% of jamming: 10.06 h
Neglected effects
Coverage after 1 h on the Cu lattice: 0.7230
Lattice shift of jamming: +0.0370
Straight segment: 50 nm = 32.65 rods
Segment shift of jamming: -0.0077
Contact energy: 0.02 eV, weight 2.168
Attraction shift (lattice): +0.0160
Repulsion shift (lattice): -0.0097
Attempt frequency: 1e+13 per s
Hops per rod to 99% time at 1.2 eV: 2.5e-03
Least barrier for 0.01 hops: 1.164 eV
Mobile-layer binding: 0.7 eV, dwell 0.0575 s
Mobile molecules per rod length: 0.0067
Mobile-layer barrier: 0.3 eV, range 585 nm
OK
```
